# Equilibrium period of surface-stress stripe domains on an elastic half-space, part 1

(Sections cited here and not found follow in the second part.)

## First half: the elastic energy of a stripe pattern

### The form fixed by dimensions and symmetry

A flat surface of a thick solid is divided into parallel stripes, alternately of kind A and kind B. The two kinds differ in surface stress by \(\Delta\tau\). One period, of length \(L\), holds one stripe of each kind and two boundaries, and each boundary costs an energy \(\beta\) per unit length. The solid has shear modulus \(\mu\) and Poisson ratio \(\nu\).

Surface stress is an energy per area and \(\mu\) is an energy per volume, so \(\Delta\tau^2/\mu\) is an energy per length, as \(\beta\) is. In linear elasticity the relaxation energy is quadratic in the forces. It is also unchanged when all forces are reversed, because all displacements then reverse too. For stripes of equal width the energy per area must therefore have the form
\[
g=\frac{1}{L}\left[2\beta-\frac{\Delta\tau^2}{\mu}\,\Phi\!\left(\frac{L}{a},\nu\right)\right],
\]
where \(a\) is the length over which a boundary is spread. If \(\Phi\) did not depend on \(L/a\), \(g\) would be a constant divided by \(L\), and no finite period could be a minimum. A finite period needs the second length \(a\).

Dimensions also show how \(a\) enters. A boundary exerts a line force \(F\) per unit length on the solid. The quotient \(F/\mu\) is a length, strain is dimensionless, and for a sharp line the distance \(x\) is the one other length present. The surface strain is thus proportional to \(F/(\mu x)\), and the displacement to \((F/\mu)\ln x\). The work of the forces on such displacements gives \(\Phi=c_1\ln(L/a)+c_2\) for \(L\gg a\), with numbers \(c_1,c_2\) that may depend on \(\nu\). Writing \(c_1\Delta\tau^2/\mu=2C\), a minimum of \(g\) must have \(L\propto a\,e^{\beta/C}\). What remains is to find \(C\), its sign and the prefactor.

### Assumptions and theorem

The solid fills \(z<0\), its surface is \(z=0\), and the stripes run along \(y\). Nothing depends on \(y\), and there is no displacement along \(y\) (plane strain). The assumptions are these.

- **H1.** The solid is isotropic and linearly elastic, and thick compared with \(L\). The substrate fixes the mean strain along the surface.
- **H2.** The surface-stress component \(\tau(x)=\tau_{xx}\) equals \(\tau_A\) or \(\tau_B\) inside the stripes, with \(\Delta\tau=\tau_A-\tau_B\neq0\). It does not depend on strain, and \(\tau_{xy}=0\).
- **H3.** At each boundary \(\tau\) changes smoothly. Its derivative is \(\pm\Delta\tau\,G(x)\), measured from the boundary, where \(G\ge0\) is even and has unit integral. All boundaries share this core \(G\). It is either Lorentzian, or square integrable and confined, apart from negligible tails, to a region much narrower than either stripe.
- **H4.** The cost \(\beta>0\) does not depend on \(L\) or on the stripe widths. Boundaries interact only through the elastic field.
- **H5.** The pattern is periodic and straight, and its energy is minimised without entropy.

Let A fill the fraction \(p\) of the surface, \(0<p<1\), and let \(\gamma_A,\gamma_B\) be the energies per area of the uniform domains. The quantity \(g(L,p)\) is the energy per area of the pattern minus \(p\gamma_A+(1-p)\gamma_B\).

**Theorem.** Assume H1 to H5 and define
\[
C=\frac{(1-\nu)\Delta\tau^2}{2\pi\mu}. \tag{1}
\]

(i) When \(L\), \(pL\) and \((1-p)L\) are all large compared with \(a\), to leading order
\[
g(L,p)=\frac{2\beta}{L}-\frac{2C}{L}\ln\frac{L\sin\pi p}{\pi a}. \tag{2}
\]
The effective core length \(a\) is fixed by \(G\) alone.

(ii) If \(\gamma_A=\gamma_B\), expression (2) has its lowest value at \(p=\tfrac12\) and
\[
L_0=\pi a\,e^{1+\beta/C},\qquad g=-\frac{2C}{L_0}. \tag{3}
\]

(iii) Let \(\delta=\gamma_A-\gamma_B\). A finite period minimises the energy built on (2) if and only if \(|\delta|<2\pi C/L_0\). It is then given by
\[
\cos\pi p=\frac{\delta L_0}{2\pi C},\qquad L=\frac{L_0}{\sin\pi p}. \tag{4}
\]

The period is exponential in \(\beta/C\). It is exponential in \(\beta\) itself when \(\Delta\tau\), \(\mu\), \(\nu\) and \(a\) are held fixed. The theorem describes a real pattern when \(L_0\gg a\); a formal minimum at the size of the core lies outside part (i).

### Lemma 1: the force exerted by a varying surface stress

**Lemma 1.** Let \(u(x)\) be the tangential displacement at the surface. In equilibrium the solid carries the surface traction \(\sigma_{xz}=f(x)\) and \(\sigma_{zz}=0\), with \(f=d\tau/dx\). The relaxation energy per area is \(-\tfrac12\langle fu\rangle\), where the brackets denote the average over a period.

**Proof.** Surface stress is the derivative of surface energy, per undeformed area, with respect to strain. To first order in the strain \(u'=du/dx\), the surface energy therefore changes by \(\langle\tau u'\rangle\) per area. Since \(\tau\) and \(u\) are periodic, integration by parts gives
\[
\langle\tau u'\rangle=-\langle\tau' u\rangle .
\]
A small change \(\delta u\) of the displacement changes the bulk energy by \(\langle\sigma_{xz}\,\delta u\rangle\), because the outward normal points along \(+z\). The total change vanishes for every \(\delta u\) if \(\sigma_{xz}=\tau'=f\). To first order in the displacement no surface term contains the normal displacement, hence \(\sigma_{zz}=0\) at this order.

The bulk energy is the integral of \(\tfrac12\sigma_{ij}\varepsilon_{ij}=\tfrac12\sigma_{ij}\partial_ju_i\), where the symmetry of \(\sigma_{ij}\) was used. Because \(\partial_j\sigma_{ij}=0\), this equals \(\tfrac12\partial_j(\sigma_{ij}u_i)\), which integrates to a boundary term. The two sides of a period cancel, and the field vanishes at great depth. The surface leaves \(+\tfrac12\langle fu\rangle\). Adding the surface work \(-\langle fu\rangle\) gives
\[
g_{\rm el}=\tfrac12\langle fu\rangle-\langle fu\rangle=-\tfrac12\langle fu\rangle. \qquad\blacksquare
\]

The solid stores positive elastic energy, but the surface gains twice as much. With \(\Delta\tau>0\), stripe A pulls inward at both of its edges, contracts, and stretches its neighbours. The surface of higher tension thereby loses area.

### Lemma 2: response of the half-space

**Lemma 2.** A traction \(\sigma_{xz}=f_0\cos kx\), \(\sigma_{zz}=0\), with \(k>0\), produces the surface displacement
\[
u(x)=\frac{1-\nu}{\mu k}\,f_0\cos kx. \tag{5}
\]

**Proof.** With Lamé constant \(\lambda=2\mu\nu/(1-2\nu)\), one has \(\lambda+\mu=\mu/(1-2\nu)\). The equilibrium equation \(\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)=0\) becomes
\[
(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0 .
\]
Try fields that decay into the solid,
\[
u_x=(P+Qz)e^{kz}\cos kx,\qquad u_z=(S+Tz)e^{kz}\sin kx .
\]
Two derivatives of \((P+Qz)e^{kz}\) give \([k^2(P+Qz)+2kQ]e^{kz}\), and the \(x\) derivatives remove the \(k^2\) term. Hence \(\nabla^2u_x=2kQe^{kz}\cos kx\), and likewise \(\nabla^2u_z=2kTe^{kz}\sin kx\). The divergence is
\[
\nabla\cdot\mathbf u=\left[k(S-P)+T+k(T-Q)z\right]e^{kz}\sin kx .
\]
The \(x\) equation, divided by \(k e^{kz}\cos kx\), reads
\[
2(1-2\nu)Q+k(S-P)+T+k(T-Q)z=0 .
\]
It must hold at every depth, so \(T=Q\) and
\[
k(P-S)=(3-4\nu)Q .
\]
With \(T=Q\) the \(z\) equation gives the same condition. The divergence then reduces to \(-2(1-2\nu)Qe^{kz}\sin kx\).

At \(z=0\) the normal traction is \(\lambda\nabla\cdot\mathbf u+2\mu\,\partial_zu_z\). Using \(\lambda(1-2\nu)=2\mu\nu\), its vanishing means
\[
-4\mu\nu Q+2\mu(kS+Q)=0,\qquad kS=-(1-2\nu)Q .
\]
It follows that \(kP=(3-4\nu)Q-(1-2\nu)Q=2(1-\nu)Q\). The tangential traction is
\[
\mu(\partial_zu_x+\partial_xu_z)=\mu(kP+Q+kS)\cos kx=2\mu Q\cos kx .
\]
Thus \(Q=f_0/(2\mu)\) and \(P=(1-\nu)f_0/(\mu k)\). Since \(u_x=P\cos kx\) at the surface, (5) follows. \(\blacksquare\)

The factor \(1/k\) means that long waves are soft. For a given traction the surface strain has the amplitude \((1-\nu)f_0/\mu\) at every wavelength, but it accumulates over a length of about \(1/k\), so the displacement grows as \(1/k\). This is the Fourier form of the logarithmic displacement found from dimensions.

Write \(f(x)=\sum_n f_ne^{iq_nx}\) with \(q_n=2\pi n/L\). Equation (5) holds for each harmonic, with \(k=|q_n|\). Different harmonics are orthogonal over a period, and \(f_0=0\) because \(f\) is the derivative of a periodic function. Lemma 1 gives
\[
g_{\rm el}=-\frac{1-\nu}{2\mu}\sum_{n\ne0}\frac{|f_n|^2}{|q_n|}. \tag{6}
\]

### Lemma 3: the stripe sum

**Lemma 3.** With \(\hat G(q)=\int G(x)e^{-iqx}dx\),
\[
g_{\rm el}=-\frac{4C}{L}\sum_{n=1}^{\infty}\frac{\sin^2(\pi np)}{n}\,|\hat G(q_n)|^2. \tag{7}
\]
For a Lorentzian core of half-width \(w=a/2\), at any \(L\),
\[
g_{\rm el}=-\frac{C}{L}\ln\left[1+\frac{\sin^2\pi p}{\sinh^2(\pi a/L)}\right]. \tag{8}
\]

**Proof.** Let A occupy \(0<x<pL\). The stress rises by \(\Delta\tau\) at \(x=0\) and falls by \(\Delta\tau\) at \(x=pL\), so
\[
f_n=\frac{\Delta\tau}{L}\hat G(q_n)\left(1-e^{-2\pi inp}\right).
\]
Since \(|1-e^{-i\theta}|^2=2-2\cos\theta=4\sin^2(\theta/2)\),
\[
|f_n|^2=\frac{4\Delta\tau^2}{L^2}\sin^2(\pi np)\,|\hat G(q_n)|^2 .
\]
In (6) the terms \(n\) and \(-n\) are equal, and \(1/q_n=L/(2\pi n)\). The factor in front of the sum is therefore
\[
\frac{1-\nu}{2\mu}\cdot2\cdot\frac{4\Delta\tau^2}{L^2}\cdot\frac{L}{2\pi}
=\frac{2(1-\nu)\Delta\tau^2}{\pi\mu L}=\frac{4C}{L},
\]
which proves (7).

The Lorentzian \(G=w/[\pi(x^2+w^2)]\) has \(\hat G=e^{-|q|w}\), as the inverse transform confirms:
\[
\frac1{2\pi}\int e^{-|q|w+iqx}dq=\frac1\pi\,{\rm Re}\,\frac{1}{w-ix}=\frac{w}{\pi(x^2+w^2)} .
\]
Hence \(|\hat G(q_n)|^2=e^{-2q_nw}=\eta^n\), with \(\eta=e^{-2\pi a/L}\). Now use \(\sin^2(\pi np)=\tfrac12(1-\cos2\pi np)\) and \(\sum_{n\ge1} \zeta^n/n=-\ln(1-\zeta)\):
\[
\sum_{n\ge1}\frac{\sin^2(\pi np)}{n}\eta^n
=\frac14\ln\frac{|1-\eta e^{2\pi ip}|^2}{(1-\eta)^2}.
\]
The numerator is \(1-2\eta\cos2\pi p+\eta^2=(1-\eta)^2+4\eta\sin^2\pi p\). From \((1-\eta)/\sqrt\eta=2\sinh(\pi a/L)\) one obtains \(4\eta/(1-\eta)^2=1/\sinh^2(\pi a/L)\). Inserting these in (7) gives (8). \(\blacksquare\)

**Proof of part (i) for this core.** For \(L\gg a\), \(\sinh(\pi a/L)\simeq\pi a/L\). If both stripes are also wide compared with \(a\), then \(\sin\pi p\gg\pi a/L\), and the 1 in (8) can be dropped. The logarithm of the remaining square is \(2\ln[L\sin\pi p/(\pi a)]\). Adding the two boundaries per period, \(2\beta/L\), gives (2). \(\blacksquare\)

**Remark (one isolated stripe).** Let \(L\to\infty\) at fixed width \(d=pL\) of A. Then \(L\sin(\pi p)/\pi\to d\), and \(Lg\) tends to \(2\beta-2C\ln(d/a)\), the energy of one stripe per unit length. It falls as \(d\) grows, so the two opposite line forces repel. Once \(d>a\,e^{\beta/C}\), the stripe has negative energy when \(\gamma_A=\gamma_B\), and the uniform surface gains by forming it. At finite \(L\), (2) adds \(-2C\ln[\sin(\pi p)/(\pi p)]\) to the energy per stripe. This term is positive and grows as \(L\) shrinks at fixed \(d\), so the stripes repel each other. Further stripes form until this repulsion stops the gain.

## Second half: the equilibrium period and its limits

### Symbols and results carried over

The stripes have period \(L\), A fills the fraction \(p\), and each boundary costs \(\beta\) per length. The surface stresses differ by \(\Delta\tau=\tau_A-\tau_B\), the solid has shear modulus \(\mu\) and Poisson ratio \(\nu\), and \(C=(1-\nu)\Delta\tau^2/(2\pi\mu)\). The force at a boundary has the normalised even profile \(G\), with transform \(\hat G\), and \(q_n=2\pi n/L\). The elastic energy per area is the sum (7). For a Lorentzian core of half-width \(a/2\) it has the closed form (8), which for wide stripes leads to
\[
g(L,p)=\frac2L\left[\beta-C\ln\frac{L\sin\pi p}{\pi a}\right]. \tag{2}
\]
Here \(g\) is measured from the weighted mean energy of the uniform domains. It remains to treat other cores and to prove parts (ii) and (iii) of the theorem.

### Lemma 4: the effective length of any narrow core

**Lemma 4.** Let \(s\) be the difference of two positions drawn independently from \(G\), and let \(G\) be square integrable and confined to a region much narrower than either stripe. Then (2) holds to leading order with
\[
\ln a=\langle\ln|s|\rangle. \tag{9}
\]

This part has derived the elastic energy (7) of the stripe pattern and proved the logarithmic law (2) for a Lorentzian core. It remains to prove Lemma 4, which extends (2) to other narrow cores, and parts (ii) and (iii) of the theorem, and then to examine the limits of the result and a worked example.
